# Where the Joule heat of an elastic conductor appears

**Q:** I pass a current through a short conductor in which electrons scatter only elastically. It has a resistance, so the voltage source supplies power \(IV\). But elastic scattering cannot take energy from an electron. Where does the heat go?

**A:** Follow the energy of the electrons, and define heat only when it is needed. Take two large reservoirs, L and R, joined by a phase-coherent conductor. The electrons do not interact, apart from a possible static mean-field potential, and the state is steady. Let \(e>0\), and let the chemical potentials be

\[
\mu_L=\bar\mu+\frac{eV}{2},\qquad \mu_R=\bar\mu-\frac{eV}{2},\qquad V>0 .
\]

Electrons then flow from L to R, and \(I\) denotes the magnitude of the electric current. The energy \(E\) of an electron includes its electrostatic potential energy.

In one channel and for one spin, states moving towards the conductor have density \(dk/2\pi\) per unit length and velocity \(v=\hbar^{-1}dE/dk\). If they are full, they carry

\[
v\,\frac{dk}{2\pi}=\frac{1}{\hbar}\frac{dE}{dk}\frac{dk}{2\pi}=\frac{dE}{h}
\]

electrons per unit time. The velocity has cancelled the density of states.

Let \(\mathcal T(E)\) be the transmission probability summed over channels, equal for both spins. With \(N\) channels in the right lead, the flow towards R is \(\mathcal T f_L+(N-\mathcal T)f_R\), in units of \(2dE/h\): electrons transmitted from L plus electrons from R that were reflected. The flow away from R is \(Nf_R\). The difference is the net rate per unit energy,

\[
j(E)=\frac{2}{h}\,\mathcal T(E)\,[f_L(E)-f_R(E)],\qquad I=e\int j(E)\,dE .
\]

The factor 2 counts spin, and \(f_L,f_R\) are the Fermi functions of the reservoirs.

**Q:** Should there not be factors \(1-f\), so that an electron from the left finds an empty state on the right?

**A:** No. The states being filled are complete scattering states, each with one incoming wave and all its outgoing waves. States that come in from different sides are orthogonal, and each is filled by the reservoir it comes from. The transmitted part of a left-incoming state is not a separate state that must first be found empty.

**Q:** Then what does the conductor do with the energy?

**A:** It passes it on. An electron that enters with energy \(E\) leaves with energy \(E\), so the energy current is the same on both sides:

\[
J_E=\int E\,j(E)\,dE .
\]

The energy entering the conductor per unit time equals the energy leaving it, and no heat is deposited there.

**Q:** But the voltage may drop right at the scatterer. Current times electric field is then large there. Is that not local heating?

**A:** That product is the rate at which the field does work on the carriers. In a static potential this work turns potential energy into kinetic energy, while their sum \(E\) stays fixed. The work becomes heat at the same place only if the carriers also relax there. In this model they carry the energy into the reservoirs.

**Q:** How much of that energy counts as heat in each reservoir?

**A:** For a reservoir at temperature \(\Theta\) and fixed volume,

\[
dU=\Theta\,dS+\mu\,dN .
\]

The heat received is therefore the energy gained minus \(\mu\) times the number of electrons gained. The right reservoir gains electrons at rate \(\int j\,dE\) and energy at rate \(\int E\,j\,dE\). The left reservoir has both rates with a minus sign. Counting heat as positive when a reservoir receives it,

\[
J_R=\int (E-\mu_R)\,j(E)\,dE,
\]

\[
J_L=-\int E\,j\,dE-\mu_L\left(-\int j\,dE\right)=\int(\mu_L-E)\,j(E)\,dE .
\]

An electron arriving above \(\mu_R\) brings excess energy. An electron removed from below \(\mu_L\) leaves a vacancy, and energy is released when electrons from higher levels fill it. The excess is at first electronic excitation energy. It becomes thermal energy as the excitations relax among the other electrons and the lattice of the reservoir. These formulas give the amount on each side. The distance over which it is released depends on inelastic scattering in the reservoirs, which the model does not describe.

**Q:** Does this account for all the power from the source?

**A:** Add the two heats. The energy \(E\) cancels at every point of the integral:

\[
J_L+J_R=\int(\mu_L-E+E-\mu_R)\,j\,dE=(\mu_L-\mu_R)\int j\,dE=eV\,\frac{I}{e}=IV .
\]

This used no property of the shape of \(\mathcal T(E)\).

**Q:** And how is the total divided between the two sides?

**A:** Measure energy from the midpoint, \(x=E-\bar\mu\). Then \(E-\mu_R=eV/2+x\) and \(\mu_L-E=eV/2-x\). Since \((eV/2)\int j\,dE=(eV/2)(I/e)=IV/2\),

\[
J_R=\frac{IV}{2}+D,\qquad J_L=\frac{IV}{2}-D,\qquad
D=\frac{2}{h}\int x\,\mathcal T\,(f_L-f_R)\,dx .
\]

The division is equal if and only if \(D=0\). Suppose the temperatures are equal, and write \(F(y)=1/(1+e^{y/k\Theta})\), so that \(F(-y)=1-F(y)\). With \(a=eV/2\), the occupation difference is \(w(x)=F(x-a)-F(x+a)\), and

\[
\begin{aligned}
w(-x)&=F(-x-a)-F(-x+a)\\
&=[1-F(x+a)]-[1-F(x-a)]=w(x).
\end{aligned}
\]

It is even about the midpoint. If \(\mathcal T\) is constant, the integrand of \(D\) is an even function times \(x\), so the integral vanishes and

\[
J_L=J_R=\frac{IV}{2}.
\]

The average crossing energy is then \(\bar\mu\). On average, an electron leaves a vacancy \(eV/2\) below \(\mu_L\) and arrives \(eV/2\) above \(\mu_R\).

**Q:** Must the transmission be constant only between \(\mu_R\) and \(\mu_L\)?

**A:** At zero temperature, yes, because \(f_L-f_R\) vanishes outside that interval. At finite temperature it has tails several \(k\Theta\) wide on both sides, and the argument above needs a constant \(\mathcal T\) there too. For equal halves, constancy is sufficient but not necessary. Any \(\mathcal T\) that is even about \(\bar\mu\) also gives \(D=0\), even a narrow resonance centred there.

**Q:** Can I see it with numbers?

**A:** Take one spin-degenerate channel with constant transmission \(\mathcal T_0=0.60\), \(V=50.0\) mV and \(\Theta=300\) K. These are round model parameters. The current requires the integral of \(f_L-f_R\), and two related integrals will be useful later, so let me find all three together:

\[
M_n=\int x^n(f_L-f_R)\,dx .
\]

Let \(p_L=-df_L/dx\) and \(p_R=-df_R/dx\). Integration by parts gives

\[
M_n=\frac{1}{n+1}\int x^{n+1}(p_L-p_R)\,dx ,
\]

because the boundary term vanishes: \(f_L-f_R\) decays exponentially at both ends. Here the band edges are taken to be far away. The functions \(p_L\) and \(p_R\) are normalized, symmetric peaks centred at \(+a\) and \(-a\). Their variances are \(\sigma^2=\pi^2(k\Theta)^2/3\), each with its own temperature. To obtain this, set \(u=y/k\Theta\), use the symmetry of the peak, integrate by parts, and expand the Fermi function in powers of \(e^{-u}\):

\[
\frac{\sigma^2}{(k\Theta)^2}=4\int_0^\infty\frac{u\,du}{e^u+1}
=4\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^2}=4\,\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\]

For \(n=0\), the difference of the means is \(M_0=a-(-a)=eV\). Hence, with \(G_0=2e^2/h=77.481\) µS,

\[
I=\frac{2e}{h}\mathcal T_0\,eV=G_0\mathcal T_0V
=77.481\ \text{µS}\times0.60\times50.0\ \text{mV}=2.324\ \text{µA}.
\]

The power is \(IV=116.22\) nW. Each electron crosses on average 25.0 meV below \(\mu_L\) and 25.0 meV above \(\mu_R\), so each reservoir receives \(I\times25.0\ \text{mV}=58.11\) nW.

**Q:** If I make the channel perfectly transparent, does the heating stop?

**A:** No. With constant transmission each side receives \(G_0\mathcal T_0V^2/2\). At fixed voltage this grows with \(\mathcal T_0\), and for one channel it is largest at \(\mathcal T_0=1\). At fixed current it is \(I^2/(2G_0\mathcal T_0)\), so reflection increases the heat by raising the voltage needed. In both cases the heat is released in the reservoirs.

**Q:** My transmission is never perfectly flat. How large is the error?

**A:** Let \(\mathcal T=\mathcal T_0+\mathcal T_1x\) over the relevant energies, again with equal temperatures. The slope does not alter the current, because \(x(f_L-f_R)\) is odd. In \(D\) the constant part drops out and the slope leaves \(D=(2/h)\mathcal T_1M_2\). For a peak centred at \(\pm a\), the mean of \(x^3\) is \(\pm(a^3+3a\sigma^2)\). Therefore

\[
M_2=\frac{2}{3}(a^3+3a\sigma^2)=\frac{(eV)^3}{12}+\frac{\pi^2}{3}(k\Theta)^2eV,
\]

\[
D=\frac{2}{h}\mathcal T_1\left[\frac{(eV)^3}{12}+\frac{\pi^2}{3}(k\Theta)^2eV\right].
\]

For \(\mathcal T_1=1\) per eV, electrons of higher energy cross more easily. This linear form lies between 0 and 1 for \(-0.6<x<0.4\) eV. The nearer limit is about 14.5 thermal energies above \(\mu_L\), so what happens beyond it hardly matters. With \(k\Theta=25.852\) meV, the bracket is

\[
(1.0417+10.9935)\times10^{-5}\ \text{eV}^3=1.2035\times10^{-4}\ \text{eV}^3 .
\]

Expressing energies in eV turns the prefactor \(2/h\) into \(G_0\), with volts in place of electronvolts. Thus \(D=77.481\ \text{µS}\times1.2035\times10^{-4}\ \text{V}^2=9.325\) nW. With \(IV/2=58.111\) nW, the left reservoir receives \(58.111-9.325=48.786\) nW and the right \(58.111+9.325=67.436\) nW. The sum is still 116.22 nW.

**Q:** Most of that correction came from the thermal term. What happens at low voltage?

**A:** The thermal term is linear in \(V\), while the Joule heat is quadratic. The linear term is Peltier heat, carried because the average crossing energy differs from \(\bar\mu\). At low enough voltage it wins. Setting \(J_L=0\) and dividing by \((2/h)eV\) gives

\[
\frac{\mathcal T_0\,eV}{2}=\mathcal T_1\left[\frac{(eV)^2}{12}+\frac{\pi^2}{3}(k\Theta)^2\right].
\]

The smaller root is \(V=7.34\) mV; the larger lies far outside the range of the linear form. Below 7.34 mV the left reservoir is cooled. At 2.0 mV the total power is 0.186 nW, of which half is 0.093 nW, but \(D=0.341\) nW. The left reservoir receives \(-0.248\) nW and the right \(0.434\) nW.

For nearly equal halves, a small change of \(\mathcal T\) across \(eV\) is thus not enough. The condition is \(|D|\ll IV/2\). At low bias, where the cubic term is negligible, it reads

\[
eV\gg\frac{2\pi^2}{3}\,\frac{|\mathcal T_1|}{\mathcal T_0}\,(k\Theta)^2 .
\]

**Q:** Does cooling one side without a colder body contradict the second law?

**A:** No. At equal temperatures the total entropy of the reservoirs grows at rate \((J_L+J_R)/\Theta=IV/\Theta\), which is positive here because \(f_L>f_R\) at every energy. The source supplies the work that moves heat from one side to the other.

An energy filter shows the limiting case. If electrons cross only at \(x=x_0\), each brings heat \(eV/2-x_0\) to the left and \(eV/2+x_0\) to the right. For \(x_0>eV/2\) the electrons leave from above \(\mu_L\), and the left reservoir cools.

**Q:** Can I separate the Joule and Peltier parts in an experiment?

**A:** Reverse the voltage, keeping the temperatures equal. If \(\mathcal T\) as a function of \(x\) does not change, \(f_L-f_R\) changes sign. The signed current then changes sign too, so \(IV\) is unchanged, while \(D\) changes sign. The average of the heats received by one reservoir at the two polarities is \(IV/2\), and half their difference gives \(D\) up to its sign. This \(D\) is the Peltier heat only while the term linear in \(V\) dominates it; in the sloped example at 50 mV the cubic term already supplies about 9 per cent of \(D\). If the bias reshapes the potential so that \(\mathcal T(x)\) differs between the polarities, this separation is in general no longer valid.

**Q:** What if one reservoir is slightly warmer?

**A:** Return to constant transmission. The derivation of \(M_0\) did not require equal temperatures, so \(M_0=eV\) and the current is unchanged. But now

\[
M_1=\frac12\left[(a^2+\sigma_L^2)-(a^2+\sigma_R^2)\right]
=\frac{\pi^2k^2}{6}(\Theta_L^2-\Theta_R^2),
\]

and therefore

\[
D=\frac{2}{h}\mathcal T_0\,\frac{\pi^2k^2}{6}(\Theta_L^2-\Theta_R^2).
\]

This is ordinary heat conduction by electrons, added to equal Joule halves. Warming the left reservoir to 310 K in the example gives \(D=3.46\) nW. The left then receives 54.65 nW and the right 61.57 nW, so a difference of 10 K already spoils the equality by several per cent.

**Q:** All this rests on the Landauer integrals and on your definition of heat. Have they been checked separately?

**A:** Yes, in the numerical check. Two finite tight-binding leads joined through one site were evolved with the Schrödinger equation, and the energy and particle changes of each lead were counted before reflections from the far ends returned. For a nearly flat transmission, the left and right shares of \(IV\) were 0.5006 and 0.4995; the Landauer integrals give 0.5006 and 0.4994. For a resonance above \(\mu_L\), both methods gave \(-0.611\) and \(1.611\), so the source side cools. These rates are averages over a long counting interval. For the one interval used, with the site initially empty, the net energy rate of the two leads together was about \(10^{-4}\) of \(IV\) in the nearly flat case and far smaller for the resonance. The exact size of this residue depends on the interval and the starting state; its smallness is what is expected if the junction accumulates no energy in the long run.

That evolution contains no relaxation, so it tests the energy and particle budget. A second test took the disturbed occupations of each reservoir, relaxed them to a Fermi function at fixed energy and particle number, and computed the entropy of that Fermi function minus the entropy of the undisturbed reservoir. This tests \(\Theta\,dS=dU-\mu\,dN\) between the two equilibrium states. Multiplied by \(\Theta\), the entropy difference agreed with the heat formula to about one part in \(10^4\) for a small disturbance.

**Q:** When would some of the heat appear inside the conductor after all?

**A:** When electrons lose energy there, for example to vibrations that carry it into the surrounding material. The energy currents at the two ends then differ, and the difference is the power left inside. A single elastic transmission function no longer describes the transport, and the division derived here need not hold.

## Numbers as computed

```
constant transmission T0: 0.60
voltage: 50.0 mV
temperature: 300.0 K
thermal energy k*temperature: 25.852 meV
conductance quantum 2e^2/h: 77.4809 microsiemens
current: 2.3244 microampere
electrons crossing per second: 1.4508e+13 1/s
total power IV: 116.221 nW
heat into left, constant T: 58.111 nW
heat into right, constant T: 58.111 nW
mean crossing energy below mu_L: 25.000 meV
mean crossing energy above mu_R: 25.000 meV
centred resonance, left share of IV: 0.50000
transmission slope T1: 1.00 per eV
sloped T, total power: 116.221 nW
sloped T, shift D: 9.325 nW
sloped T, heat into left: 48.786 nW
sloped T, heat into right: 67.436 nW
sloped T, left cooled below: 7.344 mV
small voltage: 2.0 mV
small voltage, total power: 0.1860 nW
small voltage, heat into left: -0.2478 nW
small voltage, heat into right: 0.4337 nW
warmer left reservoir: 310.0 K
heat conducted left to right: 3.464 nW
warm left, heat into left: 54.647 nW
warm left, heat into right: 61.575 nW
entropy heat / formula heat, left: 0.999914
entropy heat / formula heat, right: 0.999929
lattice flat: site energy 1.00, coupling 1.00 (hopping units)
lattice flat: mu_L 0.30, mu_R -0.10, kT 0.05 (hopping units)
lattice flat, dynamics, left and right shares of IV: 0.5006, 0.4995
lattice flat, Landauer, left and right shares of IV: 0.5006, 0.4994
lattice flat, net energy rate of both leads / IV: 9.7e-05
lattice resonant: site energy 0.30, coupling 0.30 (hopping units)
lattice resonant: mu_L 0.05, mu_R -0.05, kT 0.10 (hopping units)
lattice resonant, dynamics, left and right shares of IV: -0.6107, 1.6107
lattice resonant, Landauer, left and right shares of IV: -0.6107, 1.6107
lattice resonant, net energy rate of both leads / IV: 4.7e-09
```
